# Straight paths and corner absorption in orientation-dependent epitaxial growth

A ridge with a circular top of radius 100 nm grows outwards everywhere, yet the point of its surface whose normal is tilted by 30° from the vertical moves downwards. Its path makes an angle of 103° with the upward vertical, and after 0.10 min the point no longer exists. The ridge is a simple model of silicon grown selectively on a (001) wafer from a line-shaped window along a ⟨110⟩ direction in a mask. Two things together produce the odd direction: the growth speed depends on the local orientation and on nothing else, and near 30° it rises steeply with the tilt. The sudden end needs one addition: a sharp corner is the limit of a slightly rounded one.

Let the ridge be uniform along its length, so that its cross-section in the $x,z$ plane suffices. The outward normal and the tangent are

$$\mathbf n(\theta)=(\sin\theta,\cos\theta),\qquad \boldsymbol\tau=\frac{d\mathbf n}{d\theta}=(\cos\theta,-\sin\theta),\qquad \frac{d\boldsymbol\tau}{d\theta}=-\mathbf n ,$$

with $\theta$ measured from the vertical. The speed along the normal is $V(\theta)>0$, a smooth function; a prime on $V$ means $d/d\theta$. The relations are purely kinematic and hold in any units. A "point of orientation $\theta$" is a place on the surface, not an atom: growth keeps burying the atoms that were there.

Where the surface is a graph $z=h(x,t)$, its slope is $p=h_x=-\tan\theta$. A normal advance $V\,dt$ is $\cos\theta$ times the vertical advance, hence

$$h_t=F(p),\qquad F=\frac{V(\theta)}{\cos\theta}. \tag{1}$$

Differentiation with respect to $x$ gives $p_t=F'(p)\,p_x$. Along a path $x(t)$ the slope changes at the rate $p_t+p_x\,\dot x=p_x\,(F'+\dot x)$, which vanishes if $\dot x=-F'(p)$. On such a path $p$ is constant, so $F'(p)$ is constant too, and the path is straight. To express it by $V$, divide two derivatives with respect to $\theta$:

$$F'(p)=\frac{dF/d\theta}{dp/d\theta}=\frac{(V'\cos\theta+V\sin\theta)/\cos^2\theta}{-1/\cos^2\theta}=-(V\sin\theta+V'\cos\theta).$$

The height of the moving point changes at the rate $h_t+h_x\dot x=F-pF'$, so

$$\dot x=V\sin\theta+V'\cos\theta,$$
$$\dot z=\frac{V}{\cos\theta}-\tan\theta\,(V\sin\theta+V'\cos\theta)=V\cos\theta-V'\sin\theta .$$

Together these are the constant velocity

$$\mathbf W(\theta)=V\,\mathbf n+V'\,\boldsymbol\tau,\qquad \mathbf X(\theta,t)=\mathbf X_0(\theta)+t\,\mathbf W(\theta), \tag{2}$$

where $\mathbf X_0(\theta)$ is the starting point on the seed. This form does not refer to the axes, so it also holds where the surface is vertical. The normal part of $\mathbf W$ is the growth speed. The tangential part $V'$ arises because a neighbour that grows faster tilts the surface, which shifts the place where a given tilt is found.

In the example

$$V(\theta)=60-\sum_i A_i\exp\frac{\cos 2(\theta-\theta_i)-1}{4w^2}\quad\text{nm/min},$$

with dips of width $w=6°=0.105$ rad. Their depths are $A=15$ at (001), 25 at the two (113) tilts $\pm25.24°$ and 45 at the two (111) tilts $\pm54.74°$, which leaves speeds of 45, 35 and 15 nm/min. At 30°, on the flank of the (113) dip, $V=41.72$ nm/min and $V'=137.21$ nm/min per radian. Therefore

$$\dot x=41.72(0.500)+137.21(0.866)=139.7,$$
$$\dot z=41.72(0.866)-137.21(0.500)=-32.5\ \text{nm/min}.$$

The sideways shift is more than three times the growth speed, and its downward part wins.

Straight paths may meet. Let the seed be smooth and strictly convex, so that its arc length per unit angle, $\rho_0(\theta)$, is positive and $d\mathbf X_0/d\theta=\rho_0\boldsymbol\tau$. From (2),

$$\frac{d\mathbf W}{d\theta}=V'\mathbf n+V\boldsymbol\tau+V''\boldsymbol\tau-V'\mathbf n=(V+V'')\,\boldsymbol\tau,$$

so at time $t$ the arc length per angle is

$$\rho(\theta,t)=\rho_0(\theta)+t\,(V+V''). \tag{3}$$

While $\rho$ is positive for every $\theta$, the points form a smooth convex outline and no corner exists. If $V+V''\ge0$ for all orientations, this lasts for ever. Isotropic growth is the simplest case: $\mathbf W=V\mathbf n$, and a circle remains a circle without losing any point. Absorption at a corner is therefore possible but not inevitable.

If $V+V''$ is negative somewhere, the first corner forms at the smallest positive value of $-\rho_0/(V+V'')$. In the example $\rho_0=R_0=100$ nm, and this happens after 0.053 min, near 44°, between the (113) and (111) dips. There $V+V''=-100/0.0527\approx-1900$ nm/min. The shoulder of a narrow dip is strongly curved, which is why corners appear so early.

After that, formula (2) alone would give a curve that crosses itself. What the crystal does there needs a further physical statement. I take a sharp corner as the limit of a slightly rounded one, described by $h_t=F(h_x)+\varepsilon h_{xx}$ with small $\varepsilon>0$. The added term slows a hilltop, as a positive surface stiffness does. Consider a convex corner between normals $\theta_1<\theta_2$, with $\Delta=\theta_2-\theta_1<180°$, and turn the axes if necessary so that both sides are graphs. A rounded corner travelling with velocity $\mathbf C=(s,c)$ has $h=ct+P(x-st)$. With $p=P'$, the equation becomes

$$c-sp=F(p)+\varepsilon\,\frac{dp}{d\xi},\qquad \xi=x-st. \tag{4}$$

Far from the corner $p$ is constant, so $F(p_i)=c-sp_i$ on both sides. Since $p=-\tan\theta$, multiplication by $\cos\theta_i$ gives

$$\mathbf C\cdot\mathbf n_1=V_1,\qquad \mathbf C\cdot\mathbf n_2=V_2. \tag{5}$$

Across a convex corner $p$ must fall steadily from $p_1$ to $p_2$. By (4) this requires $F(p)>c-sp$ in between: $F$ must lie above its chord. Multiplied by $\cos\varphi$, the condition reads

$$V(\varphi)>\mathbf C\cdot\mathbf n(\varphi),\qquad \theta_1<\varphi<\theta_2. \tag{6}$$

The missing orientations must be able to grow faster than the corner advances; otherwise they would be left behind and appear as a new surface.

A geometrical construction gives the crystal with all its corners. Let $\sigma_0(\varphi)=\mathbf X_0(\varphi)\cdot\mathbf n(\varphi)$ be the distance from an origin inside the seed to its tangent line of normal $\mathbf n(\varphi)$. Move every tangent line outwards at its own speed and keep the region behind all of them:

$$\mathbf X\cdot\mathbf n(\varphi)\le\sigma(\varphi,t)=\sigma_0(\varphi)+tV(\varphi)\quad\text{for all }\varphi. \tag{7}$$

Suppose that a point $\mathbf X$ of this region lies on line $\theta$. The constraints for $\theta\pm\delta$, to first order in $\delta$, then force $\mathbf X\cdot\boldsymbol\tau=\partial\sigma/\partial\theta$. Since $d\mathbf X_0/d\theta$ is perpendicular to $\mathbf n$, we have $\sigma_0'=\mathbf X_0\cdot\boldsymbol\tau$. Hence $\mathbf X\cdot\mathbf n=\sigma_0+tV$ and $\mathbf X\cdot\boldsymbol\tau=\mathbf X_0\cdot\boldsymbol\tau+tV'$, which is the point $\mathbf X(\theta,t)$ of (2). The smooth parts of region (7) therefore grow by the right law.

Its corners must be checked against (5) and (6). A corner $\mathbf X_c$ satisfies $\mathbf X_c\cdot\mathbf n_1=\sigma(\theta_1,t)$, where $\theta_1$ may change with time. The time derivative is

$$\mathbf C\cdot\mathbf n_1+\dot\theta_1\,\mathbf X_c\cdot\boldsymbol\tau_1=V_1+\dot\theta_1\,\sigma'(\theta_1,t).$$

The terms with $\dot\theta_1$ cancel because $\mathbf X_c\cdot\boldsymbol\tau_1=\sigma'$. This is (5), and side 2 is treated alike. For a normal in between, write $\mathbf n(\varphi)=a\mathbf n_1+b\mathbf n_2$ with

$$a=\frac{\sin(\theta_2-\varphi)}{\sin\Delta}>0,\qquad b=\frac{\sin(\varphi-\theta_1)}{\sin\Delta}>0 .$$

The corner obeys constraint $\varphi$, so

$$a[\sigma_0(\theta_1)+tV_1]+b[\sigma_0(\theta_2)+tV_2]\le\sigma_0(\varphi)+tV(\varphi).$$

With $aV_1+bV_2=\mathbf C\cdot\mathbf n(\varphi)$ this becomes

$$t\,[V(\varphi)-\mathbf C\cdot\mathbf n(\varphi)]\ge a\sigma_0(\theta_1)+b\sigma_0(\theta_2)-\sigma_0(\varphi)>0 .$$

The last sign follows from strict convexity: the seed point $\mathbf X_0(\varphi)$ lies strictly behind the tangent lines 1 and 2, so $\sigma_0(\varphi)=a\mathbf X_0(\varphi)\cdot\mathbf n_1+b\mathbf X_0(\varphi)\cdot\mathbf n_2$ is smaller than the sum before it. Condition (6) holds, each corner has its rounded profile, and region (7) is the crystal in the limit of vanishing rounding. No second solution competes with it. If one rounded crystal lies inside another, then at a first contact they share a tangent and the inner one is at least as strongly curved, so it is not the faster one and cannot break through.

The fate of a point can now be read off. Orientation $\theta$ is present as long as $\mathbf X(\theta,t)$ satisfies (7), that is, for all $\varphi$,

$$[\sigma_0(\varphi)-\mathbf X_0(\theta)\cdot\mathbf n(\varphi)]+t\,[V(\varphi)-\mathbf W(\theta)\cdot\mathbf n(\varphi)]\ge0. \tag{8}$$

The first bracket is never negative, because the seed lies behind its tangent lines. The left side is linear in $t$. If it becomes negative for some $\varphi$ it remains negative, so a lost orientation never returns. The loss occurs at

$$t_{\rm abs}(\theta)=\min_\varphi\frac{\sigma_0(\varphi)-\mathbf X_0(\theta)\cdot\mathbf n(\varphi)}{\mathbf W(\theta)\cdot\mathbf n(\varphi)-V(\varphi)}, \tag{9}$$

taken over those $\varphi$ for which the denominator is positive. At that moment the point lies on two different tangent lines of the crystal, which makes it a corner. If the minimum is approached only for $\varphi\to\theta$, both parts of the fraction are quadratic in $\varphi-\theta$, their ratio tends to $-\rho_0/(V+V'')$, and the point sits where a corner is being born. If no denominator is positive, the point survives for ever. Its velocity then satisfies $\mathbf W\cdot\mathbf n(\varphi)\le V(\varphi)$ for all $\varphi$. This is region (7) divided by $t$ at late times, when the seed no longer matters: the survivors are the orientations of the limiting growth shape.

The speed at which points run into a corner also follows. The point arriving from side 1 is at the corner, so $\mathbf X_0(\theta_1)\cdot\mathbf n_2+t\mathbf W_1\cdot\mathbf n_2=\sigma_0(\theta_2)+tV_2$. By (5), $\mathbf W_1-\mathbf C$ has no component along $\mathbf n_1$; write it as $u_1\boldsymbol\tau_1$. Since $\boldsymbol\tau_1\cdot\mathbf n_2=\sin\Delta$ and $\mathbf C\cdot\mathbf n_2=V_2$,

$$u_1=\frac{\mathbf W_1\cdot\mathbf n_2-V_2}{\sin\Delta}=\frac{\sigma_0(\theta_2)-\mathbf X_0(\theta_1)\cdot\mathbf n_2}{t\,\sin\Delta}>0. \tag{10}$$

The other side gives the same with 1 and 2 exchanged, directed the opposite way. Points enter from both sides and none leaves. For a circular seed both speeds are $R_0(1-\cos\Delta)/(t\sin\Delta)=(R_0/t)\tan(\Delta/2)$. They do not contain $V$ except through the angle $\Delta$, and once that angle has settled they fade as $1/t$. When two corners merge, $\Delta$ and with it the speed can jump upwards.

Strict convexity and smoothness of the seed are needed here. If the seed itself has a corner, many orientations start from one place, and in isotropic growth their points $\mathbf X_0+tV\mathbf n$ fan out of it. On a seed with hollows the paths are still straight where the surface is smooth, but the proof of absorption given here does not cover it. At a cusp-shaped minimum of $V$ the derivative $V'$ jumps upwards, and a single orientation then belongs to a whole flat facet instead of a point.

In the example the seed is a half-cylinder resting on the mask, and the mask is treated as a mirror line, which fixes the contact angle at 90° at the start. The 30° point begins at (50.0, 86.6) nm and is absorbed after 0.102 min at $x=50.0+0.1018(139.7)=64.2$ nm and $z=86.6-0.1018(32.5)=83.3$ nm. At 0.3 min the corner between the (113) and (111) sides joins normals of 26.41° and 52.92°. Points enter it from each side at $(100/0.3)\tan13.258°=78.5$ nm/min, and the speeds found from (5) agree.

For the exact (001) point $\mathbf W$ is vertical by symmetry. Trying the (113) line in (9) gives

$$\frac{100(1-0.9045)}{44.99(0.9045)-35.00}=1.68\ \text{min},$$

an upper bound, since (9) asks for the smallest ratio. The minimum over all orientations is 1.55 min. By mirror symmetry the corners on both sides arrive together, and the flat top is gone. The height shows it: 145 nm at 1 min is $100+45$, but at 2.5 min it is 206.5 nm instead of the 212.5 nm that an intact top would reach.

The exact (113) point disappears earlier, at 0.80 min; the corner can also be followed step by step. It swallows arc length at the rates $u_1$ and $u_2$, and $\rho$ is the arc length per angle, so $\dot\theta_1=-u_1/\rho(\theta_1,t)$ and $\dot\theta_2=u_2/\rho(\theta_2,t)$. Integrated from 0.3 min onwards, these equations give the same time. Yet the facet around (113) lasts until 4.79 min. In this smooth model a facet is a narrow range of orientations, and the exact one is merely one member. The last member has a normal at 24.59°, below the 25.24° of (113), and (2) explains the shift. At the end it must sit on the ridge line $x=0$, so $R_0\sin\theta+t(V\sin\theta+V'\cos\theta)=0$, or

$$V'=-\left(\frac{R_0}{t}+V\right)\tan\theta\approx-(20.9+35)(0.458)=-25.6\ \text{nm/min}.$$

Near the bottom of the dip $V'\approx(A/w^2)(\theta-\theta_{113})$ with $A/w^2\approx2280$ nm/min, which puts the normal 0.011 rad, or 0.64°, below (113).

The same estimate yields the survivors. A point that crosses $x=0$ or the mask line leaves its own quarter of the mirrored crystal and is lost, so it needs $W_x\ge0$ and $W_z\ge0$. Around (111), where $A/w^2\approx4100$ nm/min, these limits are $V'=-V\tan\theta\approx-21$ and $V'=V\cot\theta\approx11$ nm/min. They allow 0.30° below and 0.15° above 54.74°. The computed range is 54.44° to 54.88°, and evaluating (9) just inside and just outside each end confirms that it separates endless from finite lives. After 4.79 min the section is practically a triangle with (111) sides. At 6 min it is 327 nm high with a half-width of 232 nm.

An independent upwind calculation of the front, which knows nothing of tangent lines and straight paths, tests the construction through all mergers of corners. With 960 points around the half-circle its radius differs from that of region (7) by at most 0.16 % at the times 1, 2.5 and 6 min; with 240 points the figure is 0.65 %. An elliptical seed with half-axes of 150 and 100 nm, computed with 480 points, gives 0.14 % after 1 min.

For selective silicon epitaxy near 1050 K, speeds of tens of nm/min and slow (113) and (111) facets are rough typical choices; the real ratios depend on temperature and gas mixture. The model has no dip at 90°, which for this window is (110), although real silicon usually grows more slowly on (110) than on (001). A dip of the same width leaving 35 nm/min there would keep a vertical side facet until 1.3 min instead of 0.5 min and give a half-width of 135 instead of 140 nm at 1 min; the late triangle would be unchanged. The round seed and the dip width are conveniences, but the width matters for the opening example: with dips of 10° instead of 6° the 30° point would move upwards. The assumption most at risk is that a facet's speed ignores its neighbours, because adatoms wander across corners. If a facet is slow because few adatoms are supplied to it, a faster neighbour speeds it up; if it is slow because it incorporates them poorly, it loses adatoms to the neighbour and becomes slower still. To estimate the first case, suppose that the speed at both edges of a facet of width $b$ is pulled to the neighbour's value and that the influence $g$ decays over an adatom length $\lambda$, so that $\lambda^2g''=g$ with $g=1$ at the edges. Its mean is $\tanh(b/2\lambda)/(b/2\lambda)$. The (111) facet is about 150 nm wide at 1 min, and its neighbour is faster by the fraction $35/15-1=1.33$. For $\lambda=10$ nm the mean influence is 0.13 and the (111) speed rises by 18 %; for 100 nm it is 0.84 and the speed more than doubles. In the model one edge lies on the mask at that time, so counting two faster neighbours overstates the exchange between facets; supply of that edge by species migrating over the mask, which occurs on real wafers, is not included. The estimate shows that the fixed speeds are trustworthy only while the facets are much wider than $\lambda$. A facet about to vanish is always narrower than that, so the last stage before its absorption is the least certain.

Three further influences, namely surface energy, gas supply and temperature, can be estimated from the rough inputs listed in the numerical output. Surface energy, taken as isotropic, shifts the chemical potential at the seed by 0.0016 eV, or 1.8 % of $kT$, and, acting only through the attachment rate, rounds corners over about 2 nm at a driving force of 0.1 eV. Smoothing by surface diffusion is not included; with mobile adatoms it can round corners over much larger lengths, up to a sizeable part of the seed radius. At 10 Torr the mean free path is about 27 µm for carrier-gas molecules of 0.3 nm diameter and a few µm for the heavier precursor, both far above the ridge size, and growth uses about one in 2000 arriving precursor molecules, so depletion on the scale of the ridge is weak; loading effects on the scale of the mask pattern are not covered. An activation energy of 2 eV changes the speeds by 2.1 % per kelvin. If all orientations share it, the sequence of shapes is unchanged and just the clock runs differently.

With the speeds held fixed, (9) makes every absorption time on a circular seed proportional to its radius. In this model a seed of 200 nm would keep its (001) top for 3.1 min instead of 1.55 min.

## Computed results

```
seed radius 100 nm; dip width 6.0 deg
dip depths 001,113,111: 15 25 45 nm/min; rough speed 60 nm/min
tilt of (113) 25.24 deg, (111) 54.74 deg
V(001) 44.99, V(113) 35.00, V(111) 15.00 nm/min
first corner: 0.0527 min at 43.97 deg
30 deg point: V 41.72, V' 137.21 nm/min (per rad)
30 deg point: Wx 139.69, Wz -32.47 nm/min
30 deg path direction from vertical 103.09 deg
30 deg point absorbed at 0.1018 min
30 deg point ends at x 64.21, z 83.30 nm
corner at 0.3 min: sides 26.406, 52.923 deg
corner position x 61.44, z 93.02 nm
corner velocity x -13.78, z 46.44 nm/min
approach speeds 78.541, 78.541 nm/min
(R0/t) tan(Delta/2) 78.541 nm/min
exact (001) point absorbed at 1.5490 min
exact (113) point absorbed at 0.7976 min
same from corner motion 0.7976 min
90 deg point at mask absorbed at 0.5004 min
near-(113) facet gone at 4.792 min, last angle 24.587 deg
survivors: 54.441 to 54.883 deg
t 1.0 min: height 145.0 nm (front calc. 145.0), half-width 139.9 nm (140.0)
t 2.5 min: height 206.5 nm (front calc. 206.6), half-width 167.8 nm (168.0)
t 6.0 min: height 326.6 nm (front calc. 327.1), half-width 232.3 nm (232.4)
smooth front: position error 6.9e-12 nm, angle error 1.6e-11 rad
front calc. largest error: 240 points 0.65 %, 960 points 0.16 %
elliptical seed 150 x 100 nm: largest error 0.14 %
(111) facet width at 1 min 152 nm
adatom length 10 nm: exchange share 0.131, (111) speed change 18 %
adatom length 100 nm: exchange share 0.843, (111) speed change 112 %
rough T 1050 K, kT 0.0905 eV
rough surface energy 8 eV/nm2, atom volume 0.0200 nm3
curvature shift at seed 0.00160 eV, 1.77 % of kT
corner rounding radius at 0.1 eV drive: 1.60 nm
rough gas pressure 10 Torr, molecule diameter 0.3 nm: free path 27193 nm
rough precursor 0.1 Torr, mass 101 u: fraction used per hit 4.6e-04
rough activation energy 2 eV: speed change 2.11 % per K
```
